# Uniform Quencher and the Acid Gradient in a Photoresist

**Q:** I want a sharper line edge in a chemically amplified resist, so I plan to add base quencher uniformly through the film. It removes the weak acid tail in the dark regions and leaves the strong acid in the bright ones. Surely that makes the acid gradient at the edge steeper?

**A:** Let us first fix what is compared. Keep the dose and the position in the film the same, and look at the acid before any of it diffuses. Let $A_0(x)$ be the number density of acid made by the light, and $Q$ the uniform density of quencher, which the light does not alter. One base molecule irreversibly removes one acid. If the reaction runs to completion, what is left at a point where $A_0>Q$?

**Q:** The difference, $A=A_0-Q$. Where $A_0<Q$, nothing is left.

**A:** Now differentiate with respect to $x$.

**Q:** $Q$ is a constant, so

$$\frac{dA}{dx}=\frac{dA_0}{dx}-\frac{dQ}{dx}=\frac{dA_0}{dx}.$$

The gradient has not changed. But every plot I have seen of a quenched profile looks sharper.

**A:** It looks sharper if each profile is rescaled. Divide each by its own value at the point you are examining, so that both equal one there. The slope displayed at that point is then the normalized slope,

$$\left|\frac{d\ln A}{dx}\right|=\frac{|dA/dx|}{A}=\frac{|dA_0/dx|}{A_0-Q}
=\frac{A_0}{A_0-Q}\left|\frac{d\ln A_0}{dx}\right| .$$

The numerator is the same and the denominator is smaller. Scaling each profile to its peak also magnifies the quenched one, but by less than this factor at the edge, because $Q$ is a smaller fraction of the peak acid. Quencher lowers the surviving part of the profile rigidly; it does not tilt it.

**Q:** What happens where the acid runs out?

**A:** At $A_0=Q$ the profile has a kink. On the bright side the gradient is still $dA_0/dx$; on the dark side it is zero. As the kink is approached from the bright side, $A\to0$ at finite gradient, so the normalized slope grows without bound. That large number describes very little acid, not a steep profile. In the opposite limit, $Q\ll A_0$, the factor $A_0/(A_0-Q)$ tends to one.

**Q:** Can we put numbers on it?

**A:** Take a line pattern of pitch $p=90$ nm with relative image

$$I(x)=\tfrac12\left[1+0.8\cos(2\pi x/p)\right].$$

The edge is at $x=22.5$ nm, where $I=0.5$. The magnitude of the image log slope there is $0.8\times2\pi/90=0.05585$ nm$^{-1}$. Acid comes from a generator of density $P=0.1$ nm$^{-3}$, with sensitivity $C=0.04$ cm$^2$/mJ and dose $D=20$ mJ/cm$^2$. If each generator converts independently at a rate proportional to the local intensity, the unconverted fraction is $e^{-E}$ with $E=CDI$, so

$$A_0=P\left(1-e^{-E}\right),\qquad
\frac{dA_0}{dx}=Pe^{-E}\frac{dE}{dx}=(P-A_0)\,E\,\frac{d\ln I}{dx}.$$

The last form uses $Pe^{-E}=P-A_0$ and $dE/dx=E\,d\ln I/dx$. At the edge $E=0.04\times20\times0.5=0.4$, which gives $A_0=0.03297$ nm$^{-3}$ and

$$\left|\frac{dA_0}{dx}\right|=(0.1-0.03297)\times0.4\times0.05585=0.001498\ \text{nm}^{-4}.$$

The unit is acids per nm$^3$, per nm. Now add $Q=0.015$ nm$^{-3}$.

**Q:** Then $A=0.03297-0.015=0.01797$ nm$^{-3}$. The normalized slope was $0.001498/0.03297=0.0454$ nm$^{-1}$ and becomes $0.001498/0.01797=0.0834$ nm$^{-1}$, a gain of 1.835. The kink must lie further into the dark.

**A:** It is at 34.48 nm; the dark centre is at 45 nm. The gradient can also be found without assuming the subtraction, by integrating the neutralization kinetics at neighbouring points until the reaction is practically complete. That gives 0.001497 nm$^{-4}$ at the edge, the same to one unit in the last digit.

**Q:** You keep saying "complete". Perhaps the steepening appears while the reaction is still running.

**A:** Let $a$ and $q$ be the acid and base remaining, with initial values $A_0$ and $Q$. With rate constant $k$ and $\tau=kt$,

$$\frac{da}{d\tau}=-aq,\qquad \frac{dq}{d\tau}=-aq .$$

Subtracting shows that $a-q$ keeps its initial value $\Delta=A_0-Q$. Dividing each equation by its own variable gives $d\ln q/d\tau=-a$ and $d\ln a/d\tau=-q$, hence

$$\frac{d}{d\tau}\ln\frac qa=-(a-q)=-\Delta,
\qquad \frac qa=\frac{Q}{A_0}e^{-\Delta\tau}.$$

Insert this into $a-q=\Delta$, that is, $a(1-q/a)=\Delta$:

$$a(\tau)=\frac{\Delta A_0}{A_0-Qe^{-\Delta\tau}}\qquad(\Delta\neq0).$$

For $\Delta>0$ the exponential dies and $a\to\Delta$. For $\Delta<0$ it grows and $a\to0$. For $\Delta=0$ the equation is $da/d\tau=-a^2$, so $a=A_0/(1+A_0\tau)$, which also tends to zero, but slowly.

**Q:** And the gradient on the way there?

**A:** Position enters only through $A_0(x)$, so $da/dx=s\,dA_0/dx$ with $s=\partial a/\partial A_0$. Differentiating $a-q=A_0-Q$ at fixed $Q$ gives $\partial q/\partial A_0=s-1$. Differentiating the rate equation then gives

$$\frac{ds}{d\tau}=-\left[sq+a(s-1)\right]=-\left[(a+q)s-a\right],\qquad s(0)=1 .$$

At $s=1$ the right side is $-q\le0$, so $s$ cannot rise above one. At $s=0$ it is $a\ge0$, so $s$ cannot fall below zero. Thus $0\le s\le1$: in a film where nothing moves, partial neutralization leaves the absolute gradient unchanged at best.

The normalized slope behaves differently. Differentiate $d\ln a/d\tau=-q$ with respect to $A_0$:

$$\frac{d}{d\tau}\left(\frac{\partial\ln a}{\partial A_0}\right)=-(s-1)=1-s\ge0 .$$

It never decreases during the reaction.

**Q:** If the normalized slope improves and the absolute one does not, which of them matters for the printed edge?

**A:** That depends on which error you fear. Suppose the edge lies where $A=A_{\rm th}$, a threshold model applied to the acid before diffusion. To first order, a change $\delta A_{\rm th}$ moves the edge by $\delta x=\delta A_{\rm th}/(dA/dx)$. If the error is a fixed fraction of the threshold, as when the later chemistry multiplies the acid's effect by a slightly wrong factor, then

$$|\delta x|=\frac{|\delta A_{\rm th}|}{|dA/dx|}=\frac{|\delta\ln A_{\rm th}|}{|d\ln A/dx|}.$$

For a 5% error this is $0.05/0.0454=1.1$ nm without quencher and $0.05/0.0834=0.6$ nm with it. Dose and edge position are held fixed here, so the two resists have different thresholds, 0.03297 and 0.01797 nm$^{-3}$.

**Q:** So quencher helps there. Does it also help against dose errors?

**A:** The edge condition is $A_0=A_{\rm th}+Q$, and $A_0$ depends on dose and position only through the product $D\,I(x)$. At fixed threshold and loading that product must stay constant at the edge:

$$\delta\ln D+\frac{d\ln I}{dx}\,\delta x=0,\qquad
|\delta x|=\frac{|\delta\ln D|}{|d\ln I/dx|}.$$

$Q$ has dropped out. To first order, a 5% dose error moves the edge by $0.05/0.05585=0.895$ nm with or without quencher. Quencher also brings an error of its own. If its loading is wrong by $\delta Q$, the condition gives $|\delta x|=|\delta Q|/|dA_0/dx|$. For 5% of 0.015 nm$^{-3}$ that is $0.00075/0.001498=0.50$ nm.

**Q:** Here is my strongest objection. If I add quencher and measure again, I don't keep the dose. I raise it until the line has its old width, and then the gradient at the edge really is steeper.

**A:** In this example it is. Now the threshold and edge position are fixed and the dose is free. Without quencher the edge needs only $A_0=A_{\rm th}=0.01797$ nm$^{-3}$. Solving $A_0=P(1-e^{-E})$ for $E$ gives

$$E=\ln\frac{P}{P-A_0},\qquad D=\frac{E}{CI}=\frac{0.1981}{0.04\times0.5}=9.90\ \text{mJ/cm}^2 .$$

With quencher the edge needs $A_{\rm th}+Q$, and hence 20 mJ/cm$^2$, which is 2.02 times as much. Putting this $E$ into the gradient formula gives

$$\left|\frac{dA_0}{dx}\right|=G(A_0)\left|\frac{d\ln I}{dx}\right|,\qquad
G(A_0)=(P-A_0)\ln\frac{P}{P-A_0}.$$

The gradient is 0.000907 nm$^{-4}$ at the lower dose and 0.001498 nm$^{-4}$ at the higher one, a ratio of 1.65.

**Q:** Then quencher did steepen it.

**A:** The dose did. Expose the unquenched film at 20 mJ/cm$^2$ and it has the same gradient at that position; its threshold point merely lies elsewhere. What quencher does is let you use the higher dose without moving the edge. Here that reduces the edge shift caused by a threshold error, though not the shift caused by a relative dose error, and it is paid for in exposure.

It also has a limit. In terms of $E$, $G=PEe^{-E}$, so $dG/dE=P(1-E)e^{-E}$, which changes sign at $E=1$. At this edge that means $D=1/(0.04\times0.5)=50$ mJ/cm$^2$. Beyond it, the generator is so depleted that more dose flattens the gradient.

**Q:** Is there a quencher that does steepen the profile at fixed dose?

**A:** One that is not uniform after exposure. Suppose light destroys the base with the same sensitivity $C$ and leaves neutral products. The base is then $Qe^{-E}$, and where acid survives

$$A=P(1-e^{-E})-Qe^{-E}=P-(P+Q)e^{-E},$$

$$\frac{dA}{dx}=(P+Q)e^{-E}\frac{dE}{dx}=\left(1+\frac QP\right)\frac{dA_0}{dx}.$$

For the same initial loading the absolute gradient rises by a factor 1.15. The gain comes from having more base in the dark than in the light, which a uniform quencher cannot provide.

**Q:** All this holds before diffusion. In a real bake the acid has to move to find the base.

**A:** Yes, and the two processes are not cleanly separated. Let the base be immobile and capture any acid that comes within a radius $R$. Around such a sink the steady acid density is $a(1-R/r)$. Its slope at $r=R$ is $a/R$, so with acid diffusivity $\mathcal D$ the capture rate is $4\pi R^2\,\mathcal D\,a/R$, and $k=4\pi\mathcal DR$. Late in the reaction the remaining base decays as $e^{-k\Delta t}$. During one such decay time, $1/(k\Delta)$, acid spreads by

$$\sqrt{\frac{2\mathcal D}{k\Delta}}=\frac{1}{\sqrt{2\pi R\Delta}} .$$

The diffusivity cancels: slower acid spreads less per second but also reacts more slowly. With $R=0.5$ nm and $\Delta=0.01797$ nm$^{-3}$ the spread is 4.2 nm. That is not negligible beside a diffusion length of 10 nm for the whole bake.

**Q:** Does diffusion rescue my steeper gradient, then?

**A:** One case can be settled by algebra. If acid and base have equal diffusivities,

$$\frac{\partial a}{\partial t}=\mathcal D\frac{\partial^2a}{\partial x^2}-kaq,\qquad
\frac{\partial q}{\partial t}=\mathcal D\frac{\partial^2q}{\partial x^2}-kaq .$$

Subtraction removes the reaction, so $a-q$ obeys the plain diffusion equation, starting from $A_0-Q$. Diffusion leaves the constant $Q$ alone. The gradient of $a-q$ is therefore that of the blurred $A_0$, whatever the loading. Where the base is used up, this is the acid gradient.

When both species move, their relative motion brings them together, so the diffusivities add in the capture rate: $k=4\pi(\mathcal D+\mathcal D)R$, twice the value for immobile base. For the acid itself I solved the coupled equations for a 60 s bake with a 10 nm acid diffusion length, at the same dose and position:

- No quencher: gradient 0.001187 nm$^{-4}$, normalized slope 0.0372 nm$^{-1}$.
- Equally mobile quencher: 0.001178 nm$^{-4}$ and 0.0697 nm$^{-1}$.
- Immobile quencher: 0.001126 nm$^{-4}$ and 0.0640 nm$^{-1}$.

**Q:** So quencher makes the absolute gradient slightly smaller: by 0.7% if mobile and by 5% if immobile, relative to the unquenched bake. The normalized slope still gains a factor of about 1.9 or 1.7.

**A:** Those are results for this edge and these parameters, not a general law for unequal mobilities. They depend on the assumed capture radius: with $R=0.25$ nm instead of 0.5 nm the losses are 3.5% and 9%. Even the sign can change: with base five times as mobile as the acid, and $k$ raised accordingly, the gradient at this edge comes out about 2% steeper than without quencher. In the immobile case, slow reaction in a motionless film would cost only 0.8%, since $s=0.9916$ after 60 s. Most of the 5% therefore needs diffusion, which averages the gradient over neighbouring points, including dark ones where neutralization has flattened the profile.

**Q:** How close is this example to a resist I might use?

**A:** The pitch, dose, densities and diffusion length are round values in the rough regime of 193 nm immersion lithography, not data for a product. The assumption a real bake breaks most plainly is that acid stands still. Blurring alone lowers the unquenched gradient from 0.001498 to 0.001187 nm$^{-4}$, about 21%, and immobile quencher takes off the further 5%. Absorption also matters: with a coefficient of 0.001 nm$^{-1}$ in a 100 nm film, the gradient at this fixed position is 6% lower at the bottom than at the top. The bottom also receives about 10% less light, which to first order moves the threshold edge there by $0.1/0.05585=1.8$ nm towards the bright side. The polymer reaction that turns acid into solubility is not modelled, so none of these figures is a predicted line-width error.

**Q:** And molecular graininess? There can't be many acids near an edge.

**A:** There are not. A cube of side 10 nm at the edge holds on average 33 acids and 15 bases before they react, leaving 18 acids. If the two numbers fluctuate independently with Poisson statistics, their variances add even though their means subtract. Neglecting the rare cubes in which base outnumbers acid, the standard deviation of the survivors is $\sqrt{33+15}\approx6.9$, compared with $\sqrt{33}\approx5.7$ without quencher. Dividing by the volume and by the unchanged gradient turns these into edge uncertainties of 4.6 nm and 3.8 nm. They apply to one isolated cube before diffusion, with no averaging along the line, so they are not roughness predictions. The comparison is still instructive: in this static count of acids, at fixed dose and before diffusion, uniform quencher adds noise without adding gradient. It says nothing about roughness once the dose is raised and the bake chemistry acts.

**Q:** Then I should state my reason for adding it differently. At fixed dose and edge position, which requires a lower threshold, it makes the edge less sensitive to relative threshold errors. If the threshold is fixed instead, the edge moves and this need not hold. If I want a steeper absolute gradient from the same image, I can use the extra dose it permits, below the point where the generator is too depleted, or choose a base that the light removes.

**A:** Yes, within this threshold model and before diffusion.

## Calculated quantities

```
Image pitch: 90 nm
Image modulation: 0.8
Generator density P: 0.1 nm^-3
Sensitivity C: 0.04 cm2/mJ
Dose D: 20 mJ/cm2
Quencher density Q: 0.015 nm^-3
Edge position: 22.5 nm
Relative image at edge: 0.5
Image log slope at edge: 0.05585 nm^-1
Acid at edge before neutralization: 0.03297 nm^-3
Acid at edge after neutralization: 0.01797 nm^-3
Gradient magnitude before, formula: 0.001498 nm^-4
Gradient magnitude after, integrated: 0.001497 nm^-4
Acid log slope before: 0.04542 nm^-1
Acid log slope after: 0.08335 nm^-1
Log slope gain: 1.835
Kink position where A0 = Q: 34.48 nm
Shift for 5% threshold error, no quencher: 1.1 nm
Shift for 5% threshold error, quencher: 0.6 nm
Shift for 5% dose error, no quencher: 0.895 nm
Shift for 5% dose error, quencher: 0.895 nm
Shift for 5% quencher loading error: 0.501 nm
Same threshold and edge: dose without quencher: 9.903 mJ/cm2
Same threshold and edge: dose ratio: 2.02
Gradient at that lower dose, no quencher: 0.0009074 nm^-4
Gradient ratio due to re-dosing: 1.65
Dose of steepest gradient at edge: 50 mJ/cm2
Gradient ratio, light-destroyed quencher: 1.15
Bake time: 60 s
Acid diffusion length in bake: 10 nm
Acid diffusivity: 0.833 nm2/s
Capture radius: 0.5 nm
Rate constant, immobile quencher: 5.24 nm3/s
dA/dA0 after bake time, reaction only: 0.9916
Late e-fold time of neutralization: 10.6 s
Acid spreading in that time: 4.21 nm
Baked gradient, no quencher: 0.001187 nm^-4
Baked gradient, immobile quencher: 0.001126 nm^-4
Baked gradient, equally mobile quencher: 0.001178 nm^-4
Baked gradient ratio, immobile/no quencher: 0.9493
Baked gradient ratio, mobile/no quencher: 0.9931
Baked log slope, no quencher: 0.0372 nm^-1
Baked log slope, immobile quencher: 0.06404 nm^-1
Baked log slope, mobile quencher: 0.06968 nm^-1
Counting cube side: 10 nm
Mean surviving acids in cube: 18
Standard deviation of surviving acids: 6.9
Edge noise per cube, no quencher: 3.83 nm
Edge noise per cube, quencher: 4.62 nm
Film thickness: 100 nm
Absorption coefficient: 0.001 nm^-1
Bottom/top gradient ratio from absorption: 0.9399
Log slope gain at film bottom: 1.976
```
